# Point-contact germanium detector pulses and the conservation of total induced charge

## Result and conditions

A p-type germanium crystal fills the cylinder $0\le r\le R$, $0\le z\le L$. A small point contact, the disc $r\le a$ at $z=0$, is held at zero potential. The side and the top form the outer contact, held at $+V$. The rest of the bottom is passivated and is modelled by zero normal field.

A hole of charge $+q$ and an electron of charge $-q$ are created together at $\mathbf x_0$. Let $Q(t)$ be the positive charge that has passed from the point contact into the readout since then. While both carriers drift,

$$Q(t)=q\,[w(\mathbf x_h(t))-w(\mathbf x_e(t))], \qquad (1)$$

where the weighting potential $w$ is 1 on the point contact, 0 on the outer contact, and has no space charge. When the hole has reached the point contact and the electron the outer contact, $Q=q(1-0)=q$ for every $\mathbf x_0$.

This requires full depletion, no trapping or multiplication, constant electrode potentials, fields that follow the charges without delay, and integration until both carriers have arrived. The starting point still affects the pulse shape.

## Induced charge from reciprocity

Let $\psi$ be the change of potential caused by a charge $q$ at $\mathbf x$. The electrode potentials and the fixed space charge do not change, so $\psi=0$ on both contacts and

$$\nabla\cdot(\varepsilon\nabla\psi)=-q\,\delta(\mathbf x'-\mathbf x),\qquad \nabla\cdot(\varepsilon\nabla w)=0 .$$

Multiply the first equation by $w$, the second by $\psi$, subtract, and integrate over the crystal. With $n$ the normal pointing out of the crystal, Green's identity gives

$$-q\,w(\mathbf x)=\oint\varepsilon\,(w\,\partial_n\psi-\psi\,\partial_n w)\,dS .$$

On the passivated surface both normal derivatives vanish. On the electrodes $\psi=0$, which removes the second term, and $w$ keeps the first term on the point contact alone. There the surface charge density is the displacement $-\varepsilon\nabla\psi$ projected on the direction from metal into crystal, $-n$, which is $+\varepsilon\,\partial_n\psi$. Hence

$$q_{\rm ind}=\int_{\rm contact}\varepsilon\,\partial_n\psi\,dS=-q\,w(\mathbf x). \qquad (2)$$

The pair induces $-q[w(\mathbf x_h)-w(\mathbf x_e)]$, which is zero at creation. What the contact loses goes to the readout, so reversing the sign gives (1). When the hole lands, it neutralises the charge $-q$ that it had induced, and the readout sees no jump. Differentiating (1) gives the current

$$i=q\,[\mathbf v_h\cdot\nabla w(\mathbf x_h)-\mathbf v_e\cdot\nabla w(\mathbf x_e)]. \qquad (3)$$

Integrated to the end, the hole contributes $q[1-w(\mathbf x_0)]$ and the electron $-q[0-w(\mathbf x_0)]=q\,w(\mathbf x_0)$. The shares depend on position and their sum does not.

By axial symmetry, a point charge and the same charge spread over a ring induce the same total on the contact. A grid in $r$ and $z$ therefore suffices.

## Where the carriers end

Depleted acceptors of density $N_A$ carry the space charge $-eN_A$, so the bias potential obeys

$$\nabla^2\phi=s,\qquad s=eN_A/\varepsilon>0 .$$

By linearity $\phi=V(1-w)+\phi_\rho$, where $\phi_\rho$ has the same space charge and vanishes on both contacts.

Since $\nabla^2\phi>0$, there is no maximum inside the crystal. Reflection in $z=0$ turns points of the passivated surface into interior points, so there is none there either. Minima are possible. If there is no minimum off the electrodes, then $0<\phi<V$ between them. Holes descend in $\phi$ and end on the point contact; electrons ascend and end on the outer contact. Paths that run into a saddle point are exceptional and are left aside.

The bias needed for this can be estimated. Let $\phi_b$ be the potential of the space charge with the outer contact grounded and the whole bottom passivated, without a point contact. If $a$ is small, $\phi_b$ is nearly constant over the disc, and

$$\phi\simeq V+\phi_b-[V+\phi_b(0)]\,w . \qquad (4)$$

This equals $V$ on the outer contact, nearly zero on the disc, and has the right Laplacian.

Suppose first that $V<|\phi_b(0)|$. The bracket is negative, so $\phi$ falls below zero on leaving the disc, and a minimum lies off the electrodes.

Suppose next that $V>|\phi_b(0)|$. The derivative $\partial_z w$ is harmonic, zero on the side and the passivated surface, and not positive on the disc and the top; hence it is negative inside. The derivative $\partial_z\phi_b$ is harmonic, zero on the bottom and side, and not negative on the top; hence it is positive. For the radial derivatives, which obey $\nabla^2u-u/r^2=0$, the same argument gives $\partial_r w<0$ and $\partial_r\phi_b>0$ for $r>0$. Both derivatives of (4) are then positive, and no minimum remains. To leading order in $a$ the depletion voltage is $|\phi_b(0)|$.

This number has a series. Let $x_n$ be the zeros of $J_0$ and $k_n=x_n/R$. The expansion $1=\sum_n b_nJ_0(k_nr)$ has coefficients

$$b_n=\frac{\int_0^R rJ_0(k_nr)\,dr}{\int_0^R rJ_0^2(k_nr)\,dr}=\frac{R^2J_1(x_n)/x_n}{R^2J_1^2(x_n)/2}=\frac{2}{x_nJ_1(x_n)} .$$

The function $f_n=1-\cosh k_nz/\cosh k_nL$ has zero slope at $z=0$, vanishes at $z=L$, and satisfies $f_n''-k_n^2f_n=-k_n^2$. Therefore

$$\phi_b=-s\sum_n\frac{2}{x_nJ_1(x_n)k_n^2}\,J_0(k_nr)\,f_n(z), \qquad (5)$$

because the Laplacian of each term restores $s\,b_nJ_0(k_nr)$.

## Discretisation and its error

Gauss's law is applied to a ring around each node of a square mesh of spacing $h$. Neighbours in $r$ are coupled by $2\pi\varepsilon r_{i+1/2}\Delta z/h$, and neighbours in $z$ by $\varepsilon A_i/h$, where $A_i$ is the ring's area seen along the axis. Bottom rings have half height and no flux through the passivated face.

Away from the boundaries $A_i=2\pi r_ih$. Dividing the radial flux balance by the ring volume gives

$$\frac{(r+\frac h2)(\phi_+-\phi)-(r-\frac h2)(\phi-\phi_-)}{rh^2}
=\frac{\phi_+-2\phi+\phi_-}{h^2}+\frac{\phi_+-\phi_-}{2hr},$$

and Taylor expansion turns the right side into

$$\phi''+\frac{\phi'}r+h^2\left(\frac{\phi''''}{12}+\frac{\phi'''}{6r}\right)+\dots$$

The axial part has the error $h^2\partial_z^4\phi/12$. On the axis the cell area is $\pi h^2/4$, and the balance gives $4(\phi_1-\phi_0)/h^2\to2\phi''$, the correct limit of $\phi''+\phi'/r$. Smooth solutions are thus second-order accurate.

The edge of the point contact is not smooth. On a half-space, a disc at unit potential has

$$w_d=\frac2\pi\arcsin\frac{2a}{l_1+l_2},\qquad l_{1,2}=\sqrt{(r\mp a)^2+z^2}. \qquad (6)$$

To verify this, put $r=a\cosh\eta\sin\theta$, $z=a\sinh\eta\cos\theta$. Then $l_1+l_2=2a\cosh\eta$, and Laplace's equation for a function of $\eta$ is $(\cosh\eta\,w')'=0$. Since $w_d'=-(2/\pi)/\cosh\eta$, it holds.

Just above the disc, $l_1+l_2\simeq2a+az^2/(a^2-r^2)$. With $\arcsin(1-\delta)\simeq\pi/2-\sqrt{2\delta}$ and $\delta=z^2/[2(a^2-r^2)]$, the surface field and capacitance are

$$E_d=\frac{2}{\pi\sqrt{a^2-r^2}},\qquad C_d=\varepsilon\int_0^aE_d\,2\pi r\,dr=4\varepsilon a . \qquad (7)$$

The field diverges as the inverse square root of the distance to the edge. Close to the edge $h$ is the only length the mesh adds, so one expects the discrete disc to act like one whose radius is wrong by a fixed fraction of $h$, a first-order error. Refinement supports this: at $h=0.5$, 0.2 and 0.1 mm the contact capacitance of the detector computed below is 1.320, 1.250 and 1.227 pF. This is nearly linear in $h$ and extrapolates to 1.204 pF.

Reciprocity survives discretisation. Let $K$ be the symmetric coupling matrix, with $f$ for free and $c$ for contact nodes, and let $\mathbf b$ hold the bilinear shares of a unit charge on free nodes. The weighting problem reads $K_{ff}\mathbf w_f=-K_{fc}\mathbf 1$. The contact charge due to $q$ is

$$\mathbf 1^TK_{cf}K_{ff}^{-1}\mathbf b\,q=-\mathbf w_f^T\mathbf b\,q ,$$

which is (2) with the bilinear interpolant of $w$. In a cell that touches the point contact, a share placed on a contact node is cancelled there by an equal and opposite electrode charge; this supplies the interpolant's remaining term, since $w=1$ on that node. Discretisation changes $w$ without breaking the link between $w$ and induced charge.

## Drift and the error of the integrated current

With $E=|\nabla\phi|$, the speeds follow

$$v=\frac{\mu E}{\sqrt{1+(\mu E/v_s)^2}} ,$$

along the field for holes and against it for electrons. The limits are $\mu E$ at low field and the saturation speed $v_s$ at high field. Each step $\Delta t$ uses the velocity at a trial midpoint. The field for this purpose is interpolated between nodal gradients, which keeps it continuous.

The current uses the gradient of the bilinear $w$ inside each cell. This gradient jumps between cells, but its line integral depends on the end points alone. Trajectory errors therefore alter the pulse timing, but not the total, provided the carrier ends on the correct electrode.

What remains is quadrature error. Each step is a straight segment, divided into 16 equal parts and sampled at their midpoints. Within a cell, $w$ along the segment is quadratic and its slope linear, so the midpoint rule is exact. An error arises when a part of length $\delta$ crosses a cell face. If the slope jumps by $\Delta g$ there, the error is at most about $\tfrac12\delta|\Delta g|$. In smooth regions $|\Delta g|\simeq h|w''|$ and there are about $1/h$ crossings per unit length, so

$$|\text{error of }Q/q|\lesssim\frac\delta2\int|w''|\,d\ell . \qquad (8)$$

The estimate is proportional to $\delta$, hence to $\Delta t$, and does not improve with $h$ at fixed $\Delta t$. Contributions of opposite sign partly cancel, so the actual error can be smaller. Near the contact edge the jumps are larger.

## A small crystal at 80 K

The example has $R=L=20$ mm, $a=2$ mm, $N_A=10^{10}$ cm$^{-3}$ and $V=2000$ V. Rough values for germanium are used: relative permittivity 16, mobilities 42000 (holes) and 36000 cm$^2$/Vs (electrons), saturation speeds $1.0\times10^7$ and $1.2\times10^7$ cm/s, and 3.0 eV per pair. The mesh has $h=0.1$ mm and the step is 0.5 ns.

**Potentials.** Series (5) gives $\phi_b(0)=-907.76$ V, and a 0.2 mm mesh gives $-907.73$ V. For the disc on a half-space, with (6) imposed on the outer boundary, the 0.1 mm mesh gives 1.155 pF against $4\varepsilon a=1.133$ pF. The excess of 1.9 % corresponds to a radius too large by $0.019\times2$ mm $\simeq0.04$ mm, or $0.4h$. The potential error more than five cells from the edge is at most 0.015 of the disc potential.

The smallest bias without a minimum off the electrodes, found by bisection on the mesh, is 922 V. This is 1.5 % above $|\phi_b(0)|$. Equation (4) would be exact if $\phi_b$ were constant over the disc, so apart from a mesh error of about 1 V the difference comes from the variation of $\phi_b$ there.

**Pulses.** Four of the 104 starting points give:

| $r,z$ (mm) | $w(\mathbf x_0)$ | hole / electron time (ns) | 10–90 % rise (ns) |
|---|---|---|---|
| 0, 10 | 0.0730 | 106.0 / 91.5 | 66.5 |
| 1, 1 | 0.6624 | 10.5 / 191.5 | 62.5 |
| 18, 1 | 0.0093 | 169.5 / 18.0 | 67.0 |
| 18, 18 | 0.0010 | 272.0 / 40.5 | 79.0 |

The edge error makes values of $w$ on this mesh about 2 % too large away from the contact and about 1 % too large at (1, 1) mm. Extrapolation to $h\to0$ gives 0.0717 instead of 0.0730 at (0, 10) mm, and 0.657 instead of 0.6624 at (1, 1) mm. The shares of the two carriers shift accordingly; their sum does not. The rise time from (18, 18) mm is about 1 ns too long and the other three are about 0.5 ns too long; the electron time from (1, 1) mm is about 0.5 ns too short. The numbers below are those of the 0.1 mm mesh.

For the start at (1, 1) mm, the expected hole share is $1-0.6624=0.3376$. Integrating the current gives 0.3375 for the hole and 0.6624 for the electron. Near the contact the electron supplies most of the signal; at (18, 18) mm the hole supplies 99.9 %. Over all starts the hole share runs from 0.184 to 1.000, while the total stays between 0.9985 and 1.0008.

A 1 MeV deposit creates $10^6/3.0=3.33\times10^5$ pairs, so the common final charge is $3.33\times10^5e=53.4$ fC.

The pulse from (18, 18) mm is late and steep. After 204 ns, three quarters of the hole's transit, it has reached 0.127 of its final value; after 263.5 ns it has reached 0.694. The mesh error makes these fractions too high by about 0.003 and 0.013. The cause is the shape of $w$. On the axis, (6) gives $w_d=(2/\pi)\arctan(a/z)$, which is appreciable only within a few contact radii. At $z=10$ mm this would be 0.126; the grounded outer contact lowers it to 0.073.

**Independent checks.** At five times in this pulse, charges $+1$ and $-1$ were placed at the carrier positions and the contact charge was found from a new Poisson solution. The electron is already on the outer contact at these times, so the direct solution tests the moving hole. At 263.5 ns this gives 0.6942, against 0.6941 from the integrated current; the other four pairs agree to the four digits shown in the numerical output. Both methods use the same mesh, so this agreement tests the link between current and induced charge, not the mesh error. For the hole on the axis, the integral $\int dz/v$ gives 105.6 ns against 106.0 ns from stepping, where arrival is rounded up to a whole step.

**Numerical error.** The rms error of the hole share is $2.7\times10^{-4}$ of the created charge at 0.5 ns and $9.5\times10^{-4}$ at 2 ns. The ratio 3.6 for a fourfold step is close to the first-order behaviour of (8). Doubling $h$ at a fixed step shifts the 272 ns hole time by one step of 0.5 ns and leaves the other three in the table unchanged; smaller shifts are hidden by the rounding to whole steps. If only the total is needed, the end values in (1) avoid the quadrature error altogether.

## When the total changes

**Incomplete depletion.** At $0.8\times921.6=737$ V, a hole started at (15, 15) mm does not reach the contact. After 2000 ns it sits on the axis at $z=3.79$ mm, where $w=0.270$ (3.78 mm and 0.267 for $h\to0$). The electron has been collected, so (1) predicts a total of 0.270, and the integrated current gives the same. This diagnoses the failure but does not model a partly depleted crystal, in which mobile holes would neutralise the region around the minimum.

**Trapping.** If carriers survive with probability $e^{-t/\tau}$ and trapped ones stay put during integration, the missing charge is

$$\Delta Q=\int(1-e^{-t/\tau})\,i\,dt\simeq\frac1\tau\int t\,i\,dt=q\,\frac{\bar t}{\tau},$$

where $\bar t$ is the mean time weighted by the current. For $\tau=200$ µs, chosen for both carriers, the loss ranges from 0.009 % to 0.127 %. These correspond to $\bar t\simeq19$ ns and 254 ns. At 1 MeV the spread is 1.2 keV. The spread of the computed totals without trapping is of similar size, so the loss was summed separately from the current increments.

**Changes of timing alone.** Reducing the axial hole velocity to 0.9 of its value, a crude stand-in for the dependence of speed on crystal direction, lengthens the transit from (18, 18) mm from 272 to 290 ns. The total remains 1.0000.

**Edge field.** The charge on the point contact under bias equals that of an isolated disc at $V_d=1188$ V on this mesh; the edge error makes this about 2 % too large, and the limit $h\to0$ is 1166 V. At distance $d\ll a$ inside the edge, $a^2-r^2\simeq2ad$, and (7) gives

$$E\simeq\frac{2V_d}{\pi\sqrt{2ad}},\qquad d=\frac1{2a}\left(\frac{2V_d}{\pi E}\right)^2 .$$

The field reaches $10^5$ V/cm, a rough breakdown scale, at $d=1.4$ µm. At half the contact radius, where the near-edge form no longer applies, the full law $V_dE_d$ from (7) gives 4370 V/cm; the mesh gives 4140 V/cm, about 5 % less than the law. Most of this gap is mesh error: for $h\to0$ the field is about 4240 V/cm and the law with $V_d=1166$ V gives about 4290 V/cm, a difference of 1 %. The divergence belongs to a flat disc with a sharp edge; a real contact has depth and rounding, and whether multiplication occurs depends on them.

**Smaller effects.** For the longest hole transit, 286 ns, the low-field diffusion width $\sqrt{2\mu k_BTt/e}$ is 0.13 mm. Since $\mu E$ exceeds $v_s$ along this path, the low-field formula gives only an order of magnitude. Diffusion blurs the pulse in time. A 1 MeV charge cloud of assumed radius 0.5 mm has a surface field of 1.2 V/cm, against at least 282 V/cm at the starting points. Adding a 10 mm vacuum gap and a grounded plate below the crystal changes $w$ by at most 0.0016 on the 0.2 mm mesh. The bias potential was not recomputed with the gap.

**Beside real detectors.** Large p-type point-contact detectors are roughly 60–70 mm across and 30–50 mm high, so this crystal is small and its transit times are short. Its impurity density, bias and contact capacitance of 1.2 pF are of the usual order. Complete collection is the assumption that real devices break: with the chosen lifetime it costs up to 0.13 % here, and more in a larger crystal if lifetime and speeds are the same. Energy deposited in the lithium-diffused outer layer can lose a much larger fraction, which this model does not size. Charge on the passivated surface, impurity gradients and the amplifier response are also left out. The first two can redirect or delay carriers; the last can lose part of a slow pulse if its integration time is too short.

## Table of computed values

```
crystal radius, height, contact radius: 20, 20, 2 mm
bias 2000 V; acceptors 1.0e+10 cm^-3; relative permittivity 16; temperature 80 K
hole mobility 42000 cm2/Vs, saturation speed 1.0e+07 cm/s
electron mobility 36000 cm2/Vs, saturation speed 1.2e+07 cm/s
grid spacing 0.10 mm; time step 0.5 ns; starting points 104
space-charge potential at origin, no contact: series -907.76 V, grid (0.2 mm) -907.73 V
disc test: largest potential error beyond 5 cells 0.0146
disc capacitance: grid 1.1547 pF, formula 1.1333 pF
detector contact capacitance 1.2267 pF
depletion voltage 921.6 V
field at starting points: 282 to 3799 V/cm
start r=0 z=10 mm: weighting 0.0730, hole part 0.9270, electron part 0.0730, total 1.0000
   hole time 106.0 ns, electron time 91.5 ns, 10-90% rise 66.5 ns
start r=1 z=1 mm: weighting 0.6624, hole part 0.3375, electron part 0.6624, total 1.0000
   hole time 10.5 ns, electron time 191.5 ns, 10-90% rise 62.5 ns
start r=18 z=1 mm: weighting 0.0093, hole part 0.9901, electron part 0.0093, total 0.9994
   hole time 169.5 ns, electron time 18.0 ns, 10-90% rise 67.0 ns
start r=18 z=18 mm: weighting 0.0010, hole part 0.9989, electron part 0.0010, total 0.9999
   hole time 272.0 ns, electron time 40.5 ns, 10-90% rise 79.0 ns
all starts: hole part 0.1842 to 0.9996; total 0.99854 to 1.00084
longest hole time 285.5 ns
rms error of hole part: 2.66e-04 at 0.5 ns, 9.50e-04 at 2.0 ns
axis hole time: stepped 106.0 ns, integral 105.60 ns
pulse from r=18 z=18 mm (fraction of created charge):
   t=68.0 ns: integrated current 0.0115, direct Poisson 0.0115
   t=136.0 ns: integrated current 0.0413, direct Poisson 0.0413
   t=204.0 ns: integrated current 0.1272, direct Poisson 0.1272
   t=244.5 ns: integrated current 0.3308, direct Poisson 0.3308
   t=263.5 ns: integrated current 0.6941, direct Poisson 0.6942
created charge for 1 MeV at 3.0 eV per pair: 3.333e+05 pairs, 53.41 fC
bias 737.3 V (below depletion), start r=15 z=15 mm: total after 2000 ns 0.2701
   hole then at r=0.00 z=3.79 mm, weighting there 0.2701
axial speed x0.9, start r=18 z=18 mm: hole time 290.0 ns, total 1.0000
grid 0.2 mm instead of 0.1 mm: largest change of hole time 0.18 %
vacuum gap 10 mm: largest change of weighting potential 0.0016; at z>=1 mm 0.0013
trapping, lifetime 200 us: loss 0.0093 to 0.1268 %, spread 1.176 keV
hole diffusion width at longest time 0.129 mm
self-field of charge cloud at 0.5 mm: 1.20 V/cm
field on contact at half radius: grid 4138 V/cm, disc law 4368 V/cm
equivalent disc voltage 1188.3 V; field reaches 1e+05 V/cm at 1.43 um from edge
```
